# Wavevector at which trigonal warping reaches ten percent near K: test program

```python
"""
Result under test: for a carrier energy near the K point (atomic units)
    eps(q, phi) = q^2/(2 m) + C q^3 cos(3 phi)
the cubic amplitude is a fraction eta of the isotropic kinetic energy at
    q_eta = eta / (2 m |C|),   so ten percent is reached at 1/(20 m |C|).
Symbols: q wavevector from K, phi angle from the Gamma-K line, m mass,
C warping coefficient, B = hbar^2/(2m) in eV A^2, energies in eV, lengths in A.
An independent check diagonalizes a honeycomb lattice with site energies
+gap/2 and -gap/2, hopping t and lattice constant a; hole energy is counted
downwards from the valence-band edge.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

ANG = 1e-10
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] / ANG
KB = sc.k / sc.e

# Rough typical inputs for holes in a WSe2-like monolayer
mass, C = 0.4, 8.0
a, gap = 3.3, 1.6
density_cm2, temperature, mobility_cm2 = 1e13, 300.0, 100.0
spin_split, gamma_offset, gamma_mass = 0.45, 0.5, 3.0
eta = 0.1

B = sc.hbar**2 / (2 * mass * sc.m_e) / sc.e / ANG**2

# Main estimate, evaluated in atomic units and then converted
C_au = C / (HARTREE * BOHR**3)
q_au = eta / (2 * mass * C_au)
q_star = q_au / BOHR
E_star = q_au**2 / (2 * mass) * HARTREE
assert np.isclose(E_star, HARTREE / (800 * mass**3 * C_au**2), rtol=1e-10)


def model_energy(q, phi):
    return B * q**2 + C * q**3 * np.cos(3 * phi)


angles = 2 * np.pi * np.arange(48) / 48


def model_excess(q):
    energies = model_energy(q, angles)
    mean = energies.mean()
    return np.max(np.abs(energies - mean)) / mean - eta


q_direct = brentq(model_excess, 1e-4, 0.5)
assert np.isclose(q_direct, q_star, rtol=1e-7)

# Turning point of the cubic model along its softened direction
turn = minimize_scalar(lambda q: -model_energy(q, np.pi / 3),
                       bounds=(0.1, 1.1), method="bounded",
                       options={"xatol": 1e-9}).x
assert np.isclose(turn, 1 / (3 * mass * C_au) / BOHR, rtol=1e-5)


# Constant-energy contour in the scaled radius x = q/q0
def contour_radius(r, phi):
    return brentq(lambda x: x**2 + r * x**3 * np.cos(3 * phi) - 1, 0.5, 1.5,
                  xtol=1e-14)


def area_excess(r):
    return np.mean([contour_radius(r, p)**2 for p in angles]) - 1


assert np.isclose(area_excess(0.02), 0.75 * 0.02**2, rtol=5e-3)
for phi in (0.0, 0.3, np.pi / 3):
    c3 = np.cos(3 * phi)
    series = 1 - 0.02 * c3 / 2 + 5 * (0.02 * c3)**2 / 8
    assert abs(contour_radius(0.02, phi) - series) < 2e-5
radius_min = contour_radius(eta, 0.0)
radius_max = contour_radius(eta, np.pi / 3)


# Lattice model by diagonalization
def lattice_hole_energy(q, phi, hopping, band_gap, valley=1):
    kx = valley * 4 * np.pi / (3 * a) + q * np.cos(phi)
    ky = q * np.sin(phi)
    f = 1 + np.exp(1j * kx * a) \
        + np.exp(1j * (kx * a / 2 + np.sqrt(3) * ky * a / 2))
    H = np.zeros((len(phi), 2, 2), complex)
    H[:, 0, 0], H[:, 1, 1] = band_gap / 2, -band_gap / 2
    H[:, 0, 1], H[:, 1, 0] = hopping * f, hopping * f.conj()
    return -band_gap / 2 - np.linalg.eigvalsh(H)[:, 0]


def harmonic(q, order, hopping, band_gap, valley=1):
    energies = lattice_hole_energy(q, angles, hopping, band_gap, valley)
    return np.mean(energies * np.exp(-1j * order * angles))


def iso(q, hopping, band_gap):
    return harmonic(q, 0, hopping, band_gap).real


def cubic(q, hopping, band_gap, valley=1):
    return 2 * harmonic(q, 3, hopping, band_gap, valley).real


def extrapolate(function, h):
    return (4 * function(h / 2) - function(h)) / 3


# Hopping chosen so that the lattice has the mass of the example
t = np.sqrt(4 * gap * B / (3 * a**2))
B_lat = extrapolate(lambda q: iso(q, t, gap) / q**2, 0.01)
C_lat = extrapolate(lambda q: cubic(q, t, gap) / q**3, 0.01)
assert np.isclose(B_lat, B, rtol=1e-5)
assert np.isclose(C_lat, -np.sqrt(3) * a**3 * t**2 / (8 * gap), rtol=1e-5)
q_lat = eta * B_lat / abs(C_lat)
assert np.isclose(q_lat, 0.2 * np.sqrt(3) / a, rtol=2e-5)

# Symmetry: forbidden harmonics vanish, warping changes sign at -K
q_test = 0.1
allowed = abs(cubic(q_test, t, gap))
for order in (1, 2, 4, 5):
    assert abs(harmonic(q_test, order, t, gap)) < 1e-10 * allowed
assert abs(harmonic(q_test, 3, t, gap).imag) < 1e-10 * allowed
assert np.isclose(cubic(q_test, t, gap, -1), -cubic(q_test, t, gap),
                  rtol=1e-9)

# Leading isotropic correction at small q
q_small = 0.01
deficit_small = iso(q_small, t, gap) / (B * q_small**2) - 1
assert np.isclose(deficit_small,
                  -(B * q_small**2 / gap + (a * q_small)**2 / 16), rtol=5e-3)


# True lattice crossing compared with the leading-order estimate
def crossing(fraction, hopping, band_gap, full_reference=False):
    def excess(q):
        base = iso(q, hopping, band_gap) if full_reference else B * q**2
        return abs(cubic(q, hopping, band_gap)) / base - fraction
    return brentq(excess, 1e-3, 0.25, xtol=1e-13)


def shift(fraction):
    estimate = fraction * 2 * np.sqrt(3) / a
    return crossing(fraction, t, gap) / estimate - 1


assert abs(shift(0.02) / shift(0.01) - 4) < 0.2
cross_parabolic = crossing(eta, t, gap)
cross_full = crossing(eta, t, gap, True)
shift_parabolic = cross_parabolic / q_lat - 1
shift_full = cross_full / q_lat - 1
big_gap = 100 * gap
cross_big = crossing(eta, 10 * t, big_gap)
shift_big = cross_big / q_lat - 1
assert 0 < shift_parabolic < 0.25
assert abs(shift_full) < shift_parabolic
assert abs(shift_big) < 0.1 * shift_parabolic
deficit_star = iso(q_star, t, gap) / (B * q_star**2) - 1

# Filling: two valleys, one spin band in each
n = density_cm2 * 1e-16
kF = np.sqrt(2 * np.pi * n)
EF = B * kF**2
n_star_cm2 = q_star**2 / (2 * np.pi) * 1e16
kT = KB * temperature
dos = 1 / (2 * np.pi * B)
mu = kT * np.log(np.expm1(n / (dos * kT)))


def holes_above(edge):
    return dos * kT * np.log1p(np.exp((mu - edge) / kT))


def occupation(energy):
    return 1 / (np.exp((energy - mu) / kT) + 1)


assert np.isclose(dos * quad(occupation, 0, 1.5)[0], n, rtol=1e-6)
tail_direct = dos * quad(occupation, E_star, 1.5)[0] / n
tail = holes_above(E_star) / n
assert np.isclose(tail_direct, tail, rtol=1e-6)
spin_fraction = holes_above(spin_split) / n
gamma_fraction = gamma_mass / mass * holes_above(gamma_offset) / n
q_thermal = np.sqrt(kT / B)

# Broadening from the mobility lifetime
lifetime = mass * sc.m_e * mobility_cm2 * 1e-4 / sc.e
broadening = sc.hbar / lifetime / sc.e
warp_energy = C * q_star**3


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print("INPUTS (rough typical values)")
show("hole mass", mass, "electron masses", ".2f")
show("warping coefficient |C|", C, "eV A^3", ".1f")
show("lattice constant", a, "A", ".1f")
show("gap", gap, "eV", ".1f")
show("hole density", density_cm2, "cm^-2", ".1e")
show("temperature", temperature, "K", ".0f")
show("mobility", mobility_cm2, "cm^2/Vs", ".0f")
show("spin splitting", spin_split, "eV", ".2f")
show("Gamma offset", gamma_offset, "eV", ".2f")
show("Gamma mass", gamma_mass, "electron masses", ".1f")
print("MAIN ESTIMATE")
show("B = hbar^2/(2m)", B, "eV A^2", ".3f")
show("|C| in atomic units", C_au, "hartree bohr^3")
show("q* in atomic units", q_au, "1/bohr")
show("q*", q_star, "1/A")
show("q* converted", 10 * q_star, "1/nm", ".3f")
show("q* / |K|", q_star * 3 * a / (4 * np.pi), "", ".3f")
show("kinetic energy at q*", E_star, "eV")
show("warping amplitude at q*", warp_energy, "eV")
show("q* if |C| = 6 eV A^3", eta * B / 6, "1/A")
show("q* if |C| = 10 eV A^3", eta * B / 10, "1/A")
show("turning point of cubic model", turn, "1/A", ".3f")
show("smallest contour radius / q*", radius_min)
show("largest contour radius / q*", radius_max)
show("contour area excess", 100 * area_excess(eta), "%", ".2f")
print("LATTICE CHECK")
show("hopping for the same mass", t, "eV", ".3f")
show("lattice C", C_lat, "eV A^3", ".3f")
show("lattice q* from formula", q_lat, "1/A")
show("crossing, parabolic reference", cross_parabolic, "1/A")
show("its shift from formula", 100 * shift_parabolic, "%", ".1f")
show("crossing, full isotropic reference", cross_full, "1/A")
show("its shift from formula", 100 * shift_full, "%", ".1f")
show("parabolic-reference shift, gap x100", 100 * shift_big, "%", ".2f")
print("DEVICE NUMBERS AND NEGLECTED EFFECTS")
show("Fermi wavevector", kF, "1/A")
show("Fermi energy at zero temperature", EF, "eV")
show("warping ratio at Fermi wavevector", 100 * C * kF / B, "%", ".1f")
show("density with Fermi wavevector q*", n_star_cm2, "cm^-2", ".2e")
show("thermal energy", kT, "eV")
show("thermal wavevector sqrt(kT/B)", q_thermal, "1/A")
show("warping ratio there", 100 * C * q_thermal / B, "%", ".1f")
show("holes with energy above that at q*", 100 * tail, "%", ".1f")
show("isotropic energy change at q*", 100 * deficit_star, "%", ".1f")
show("lower spin band / upper-band holes", spin_fraction, "", ".1e")
show("Gamma holes / upper-band holes", gamma_fraction, "", ".1e")
show("mobility lifetime", lifetime * 1e15, "fs", ".1f")
show("lifetime broadening hbar/tau", broadening, "eV")
print("all assertions hold")
```

Running it gives:

```
INPUTS (rough typical values)
hole mass: 0.40 electron masses
warping coefficient |C|: 8.0 eV A^3
lattice constant: 3.3 A
gap: 1.6 eV
hole density: 1.0e+13 cm^-2
temperature: 300 K
mobility: 100 cm^2/Vs
spin splitting: 0.45 eV
Gamma offset: 0.50 eV
Gamma mass: 3.0 electron masses
MAIN ESTIMATE
B = hbar^2/(2m): 9.525 eV A^2
|C| in atomic units: 1.9840 hartree bohr^3
q* in atomic units: 0.0630 1/bohr
q*: 0.1191 1/A
q* converted: 1.191 1/nm
q* / |K|: 0.094
kinetic energy at q*: 0.1350 eV
warping amplitude at q*: 0.0135 eV
q* if |C| = 6 eV A^3: 0.1587 1/A
q* if |C| = 10 eV A^3: 0.0952 1/A
turning point of cubic model: 0.794 1/A
smallest contour radius / q*: 0.9554
largest contour radius / q*: 1.0575
contour area excess: 0.77 %
LATTICE CHECK
hopping for the same mass: 1.366 eV
lattice C: -9.074 eV A^3
lattice q* from formula: 0.1050 1/A
crossing, parabolic reference: 0.1237 1/A
its shift from formula: 17.9 %
crossing, full isotropic reference: 0.1117 1/A
its shift from formula: 6.4 %
parabolic-reference shift, gap x100: 0.90 %
DEVICE NUMBERS AND NEGLECTED EFFECTS
Fermi wavevector: 0.0793 1/A
Fermi energy at zero temperature: 0.0598 eV
warping ratio at Fermi wavevector: 6.7 %
density with Fermi wavevector q*: 2.26e+13 cm^-2
thermal energy: 0.0259 eV
thermal wavevector sqrt(kT/B): 0.0521 1/A
warping ratio there: 4.4 %
holes with energy above that at q*: 2.1 %
isotropic energy change at q*: -8.1 %
lower spin band / upper-band holes: 1.1e-07
Gamma holes / upper-band holes: 1.2e-07
mobility lifetime: 22.7 fs
lifetime broadening hbar/tau: 0.0289 eV
all assertions hold
```
